# Quadratic scaling of saturation exposure in a deep narrow pore: verification in Python

```python
"""Saturation exposure of a narrow pore: molecular flow, unit sticking.

Result under test: J*t_sat = S*max(N), and max(N) -> (3/2)*a**2 for large a.
J: impingement flux outside; S: molecules taken up per unit wall area;
N: mean number of flights before escape, counted from a wall point;
a = L/d: depth to the deepest point divided by pore diameter.
The through pore has length 2L and two open ends. The blind pore has depth L
and a diffuse floor that also carries sites. Lengths are in diameters until
the worked example, which uses SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

RADIUS = 0.5


def disc_exchange(r1, r2, height):
    """Area times view factor for two coaxial discs."""
    z = r1**2 + r2**2 + height**2
    root = np.sqrt(np.maximum(z**2 - 4 * r1**2 * r2**2, 0.0))
    return 2 * np.pi * r1**2 * r2**2 / (z + root)


def ring_factors(count, step):
    """View factors from one wall ring to rings 0, 1, 2, ... cells away."""
    g = disc_exchange(RADIUS, RADIUS, np.arange(count + 1) * step)
    area = np.pi * step
    factors = np.empty(count)
    factors[0] = 1 - 2 * (g[0] - g[1]) / area
    factors[1:] = (g[:-2] - 2 * g[1:-1] + g[2:]) / area
    return factors


def through_flights(depth, step):
    """Largest N in a through pore, using its mirror symmetry."""
    n = int(round(depth / step))
    f = ring_factors(2 * n, step)
    i = np.arange(n)
    matrix = f[np.abs(i[:, None] - i)] + f[2 * n - 1 - i[:, None] - i]
    return np.linalg.solve(np.eye(n) - matrix, np.ones(n)).max()


def blind_system(depth, step, annuli=10):
    """Transfer matrix and mouth supply of a blind pore with diffuse floor."""
    n = int(round(depth / step))
    low = np.arange(n) * step
    high = low + step
    f = ring_factors(n, step)
    i = np.arange(n)
    radii = np.linspace(0, RADIUS, annuli + 1)
    ring_area = np.pi * step
    floor_area = np.pi * np.diff(radii**2)
    to_low = disc_exchange(radii[:, None], RADIUS, low)
    to_high = disc_exchange(radii[:, None], RADIUS, high)
    exchange = np.diff(to_low - to_high, axis=0)
    matrix = np.zeros((n + annuli, n + annuli))
    matrix[:n, :n] = f[np.abs(i[:, None] - i)]
    matrix[:n, n:] = exchange.T / ring_area
    matrix[n:, :n] = exchange / floor_area[:, None]
    wall_supply = (disc_exchange(RADIUS, RADIUS, depth - high)
                   - disc_exchange(RADIUS, RADIUS, depth - low)) / ring_area
    floor_supply = np.diff(disc_exchange(radii, RADIUS, depth)) / floor_area
    return matrix, np.concatenate([wall_supply, floor_supply])


def blind_flights(depth, step):
    matrix, _ = blind_system(depth, step)
    size = len(matrix)
    return np.linalg.solve(np.eye(size) - matrix, np.ones(size)).max()


def extrapolated(function, depth, step=0.2):
    """Remove the leading quadratic error in the cell size."""
    return (4 * function(depth, step / 2) - function(depth, step)) / 3


def upper_bound(a):
    b = a**(2 / 3)
    eta = 0.375 * (a + 2 * b) / b**2
    assert eta < 1
    return 1.5 * (a + b)**2 / (1 - eta)


def fill_by_events(matrix, supply):
    """Follow unit-sticking uptake cell by cell; return final J*t/S."""
    size = len(supply)
    load = np.zeros(size)
    full = np.zeros(size, dtype=bool)
    exposure = 0.0
    while not full.all():
        arrivals = np.linalg.solve(np.eye(size) - matrix * full, supply)
        empty = ~full
        advance = np.min((1 - load[empty]) / arrivals[empty])
        load[empty] += arrivals[empty] * advance
        exposure += advance
        full |= load >= 1 - 1e-12
    return exposure


def trace_flights(depth, walkers, rng):
    """Three-dimensional ray tracing from the middle of a through pore."""
    x = np.full(walkers, RADIUS)
    y = np.zeros(walkers)
    z = np.zeros(walkers)
    label = np.arange(walkers)
    flights = np.zeros(walkers)
    while len(label):
        flights[label] += 1
        u = rng.random(len(label))
        angle = 2 * np.pi * rng.random(len(label))
        normal = np.sqrt(1 - u)
        tangent = np.sqrt(u) * np.cos(angle)
        axial = np.sqrt(u) * np.sin(angle)
        vx = (-normal * x - tangent * y) / RADIUS
        vy = (-normal * y + tangent * x) / RADIUS
        path = -2 * (x * vx + y * vy) / (vx**2 + vy**2)
        x, y, z = x + path * vx, y + path * vy, z + path * axial
        scale = RADIUS / np.hypot(x, y)
        inside = np.abs(z) < depth
        x, y = (x * scale)[inside], (y * scale)[inside]
        z, label = z[inside], label[inside]
    return flights.mean(), flights.std(ddof=1) / np.sqrt(walkers)


# Flight density from the cosine law, by midpoint integration over azimuth.
psi = (np.arange(4000) + 0.5) * np.pi / 4000
sine2 = np.sin(psi)**2


def flight_density(x):
    return np.mean(sine2**2 / (x**2 + sine2)**2)


def integral(function, start):
    middle = start + 2.0
    return (quad(function, start, middle, limit=200)[0]
            + quad(function, middle, np.inf, limit=200)[0])


norm = 2 * integral(flight_density, 0.0)
variance = 2 * integral(lambda x: x**2 * flight_density(x), 0.0)
assert abs(norm - 1) < 1e-3       # azimuth grid is coarse only near x = 0
assert abs(variance - 2 / 3) < 1e-4
cut = 3.0
tail_one = integral(lambda x: (x - cut) * flight_density(x), cut)
tail_two = integral(lambda x: (x - cut)**2 * flight_density(x), cut)
assert 0.7 / (16 * cut**2) < tail_one < 1 / (16 * cut**2)
assert 0.7 / (8 * cut) < tail_two < 1 / (8 * cut)
assert abs(ring_factors(102, 0.01)[100] / 0.01 / flight_density(1.0) - 1) < 1e-3

# Cell-size convergence and independent ray tracing.
coarse = extrapolated(through_flights, 20)
fine = extrapolated(through_flights, 20, 0.1)
assert abs(coarse / fine - 1) < 1e-3
traced, traced_error = trace_flights(10, 20000, np.random.default_rng(7))
solved = extrapolated(through_flights, 10)
assert abs(traced - solved) < 4 * traced_error + 1e-3 * solved

# Direct filling against the escape-flight identity.
matrix, supply = blind_system(10, 0.2)
filled_exposure = fill_by_events(matrix, supply)
identity_exposure = blind_flights(10, 0.2)
assert abs(filled_exposure / identity_exposure - 1) < 1e-8

# Approach to the square law and the two proved bounds.
aspects = np.array([10, 20, 40, 80, 160])
through = np.array([extrapolated(through_flights, a) for a in aspects])
blind = np.array([extrapolated(blind_flights, a) for a in aspects])
for a, value in zip(aspects, through):
    assert 1.5 * a**2 <= value <= upper_bound(a)
through_ratio = through / (1.5 * aspects**2)
blind_ratio = blind / (1.5 * aspects**2)
through_power = np.diff(np.log(through)) / np.log(2)
blind_power = np.diff(np.log(blind)) / np.log(2)
for ratio, power in ((through_ratio, through_power), (blind_ratio, blind_power)):
    assert np.all(np.diff(ratio) < 0) and 1 < ratio[-1] < 1.06
    assert np.all(np.diff(power) > 0) and abs(power[-1] - 2) < 0.05

# Worked example with round model parameters.
diameter, depth = 100e-9, 10e-6
molar_mass, temperature, pressure = 0.100, 500.0, 10.0
site_density, collision_diameter = 3e18, 0.8e-9
aspect = depth / diameter
mass = molar_mass / const.N_A
thermal = const.k * temperature
momentum = np.sqrt(2 * np.pi * mass * thermal)
flux = pressure / momentum
flat_exposure = site_density * momentum
leading = 1.5 * aspect**2 * flat_exposure
through_example = extrapolated(through_flights, aspect)
blind_example = extrapolated(blind_flights, aspect)
double_example = extrapolated(through_flights, 2 * aspect)
free_path = thermal / (np.sqrt(2) * np.pi * collision_diameter**2 * pressure)
gas_ratio = pressure / thermal * diameter / 4 / site_density
assert free_path > 10 * depth and gas_ratio < 1e-3

print(f"flight density: norm = {norm:.5f}, variance/d^2 = {variance:.5f}")
print(f"tail moments at h/d = {cut:.0f}: first/d = {tail_one:.6f}, "
      f"second/d^2 = {tail_two:.6f}")
print(f"their bounds: {1/(16*cut**2):.6f}, {1/(8*cut):.6f}")
print(f"ray tracing, a = 10: N = {traced:.1f} +- {traced_error:.1f} (1 s.e.)")
print(f"integral equation, a = 10: max N = {solved:.2f}")
print(f"blind pore, a = 10, cell d/5: event filling J t/S = {filled_exposure:.6f}")
print(f"same cells: max N = {identity_exposure:.6f}")
print("a | through max N | ratio to 1.5 a^2 | blind max N | ratio")
for row in zip(aspects, through, through_ratio, blind, blind_ratio):
    print("{:d} | {:.1f} | {:.4f} | {:.1f} | {:.4f}".format(*row))
print("local powers, through:", " ".join(f"{p:.4f}" for p in through_power))
print("local powers, blind:", " ".join(f"{p:.4f}" for p in blind_power))
for a in (1e2, 1e4, 1e6):
    print(f"proved upper bound/(1.5 a^2), a = {a:.0e}: "
          f"{upper_bound(a)/(1.5*a**2):.4f}")
print(f"pore diameter = {diameter*1e9:.0f} nm, depth L = {depth*1e6:.0f} um")
print(f"aspect ratio a = {aspect:.0f}")
print(f"molar mass = {molar_mass*1e3:.0f} g/mol, T = {temperature:.0f} K")
print(f"pressure = {pressure:.0f} Pa, S = {site_density:.1e} m^-2")
print(f"molecular mass = {mass:.4e} kg")
print(f"sqrt(2 pi m k T) = {momentum:.4e} kg m/s")
print(f"impingement flux J = {flux:.4e} m^-2 s^-1")
print(f"flat-surface exposure = {flat_exposure:.4e} Pa s")
print(f"leading pore exposure = {leading:.4f} Pa s")
print(f"leading pore exposure = {leading/const.torr:.5f} Torr s")
print(f"leading saturation time = {leading/pressure:.4f} s")
print(f"through pore: max N = {through_example:.1f}, "
      f"exposure = {through_example*flat_exposure:.4f} Pa s")
print(f"blind pore: max N = {blind_example:.1f}, "
      f"exposure = {blind_example*flat_exposure:.4f} Pa s")
print(f"through pore, doubled L: exposure = {double_example*flat_exposure:.4f} Pa s")
print(f"exposure factor on doubling L = {double_example/through_example:.4f}")
print(f"collision diameter = {collision_diameter*1e9:.1f} nm")
print(f"mean free path = {free_path*1e6:.1f} um")
print(f"stored gas/wall sites = {gas_ratio:.3e}")
print("done: every assertion held")
```

Running it gives:

```
flight density: norm = 1.00000, variance/d^2 = 0.66667
tail moments at h/d = 3: first/d = 0.006584, second/d^2 = 0.040926
their bounds: 0.006944, 0.041667
ray tracing, a = 10: N = 189.9 +- 1.1 (1 s.e.)
integral equation, a = 10: max N = 188.67
blind pore, a = 10, cell d/5: event filling J t/S = 191.405643
same cells: max N = 191.405643
a | through max N | ratio to 1.5 a^2 | blind max N | ratio
10 | 188.7 | 1.2578 | 193.3 | 1.2887
20 | 682.8 | 1.1380 | 691.1 | 1.1519
40 | 2578.4 | 1.0743 | 2594.0 | 1.0808
80 | 9984.5 | 1.0400 | 10014.6 | 1.0432
160 | 39226.8 | 1.0215 | 39285.9 | 1.0231
local powers, through: 1.8556 1.9169 1.9532 1.9741
local powers, blind: 1.8380 1.9082 1.9489 1.9719
proved upper bound/(1.5 a^2), a = 1e+02: 1.6704
proved upper bound/(1.5 a^2), a = 1e+04: 1.1162
proved upper bound/(1.5 a^2), a = 1e+06: 1.0240
pore diameter = 100 nm, depth L = 10 um
aspect ratio a = 100
molar mass = 100 g/mol, T = 500 K
pressure = 10 Pa, S = 3.0e+18 m^-2
molecular mass = 1.6605e-25 kg
sqrt(2 pi m k T) = 8.4867e-23 kg m/s
impingement flux J = 1.1783e+23 m^-2 s^-1
flat-surface exposure = 2.5460e-04 Pa s
leading pore exposure = 3.8190 Pa s
leading pore exposure = 0.02865 Torr s
leading saturation time = 0.3819 s
through pore: max N = 15492.1, exposure = 3.9443 Pa s
blind pore: max N = 15529.5, exposure = 3.9538 Pa s
through pore, doubled L: exposure = 15.5453 Pa s
exposure factor on doubling L = 3.9412
collision diameter = 0.8 nm
mean free path = 242.8 um
stored gas/wall sites = 1.207e-05
done: every assertion held
```
